# Light-Hole g-Factors Along the Growth Axis and in the Plane

## Problem

A germanium film under weak biaxial tensile strain has a light-hole state as its lowest hole level. Near the valence-band edge the hole has total angular momentum $J=3/2$. With $z$ along the growth axis, strain separates the light-hole doublet $m=\pm\tfrac12$ from the heavy-hole doublet $m=\pm\tfrac32$ by an energy $\Delta$. Hole energies are counted positive, so the light holes lie at $0$ and the heavy holes at $+\Delta$. The field acts through the isotropic Zeeman term

$$H_Z=2\kappa\mu_B\,\mathbf B\cdot\mathbf J ,\qquad \kappa>0 .$$

The light-hole g-factors are defined by writing the Hamiltonian of the doublet as

$$H=\tfrac12\mu_B\left(g_zB_z\sigma_z+g_xB_x\sigma_x+g_yB_y\sigma_y\right),$$

where $\sigma_i$ are Pauli matrices in the basis $|{+\tfrac12}\rangle,|{-\tfrac12}\rangle$. A field along one axis then splits the doublet by $|g_i|\mu_BB$. The overall sign of $g$ depends on conventions, so magnitudes are asked for.

(a) Find $g_z$, $g_x$ and $g_y$ when the Zeeman energy is much smaller than $\Delta$.

(b) Find the splitting for a field tilted by $\theta$ from $z$, and compare with the heavy holes.

(c) Evaluate the results for $\kappa=3.4$, $\Delta=15$ meV and $B=0.1$ T, and estimate what the pure-doublet model leaves out in a film 200 nm thick.

## A tempting solution

The doublet has two states with $J_z=\pm\tfrac12$, just like an electron spin. One therefore replaces $\mathbf J$ by $\boldsymbol\sigma/2$:

$$H_Z\to\kappa\mu_B\left(B_x\sigma_x+B_y\sigma_y+B_z\sigma_z\right).$$

Comparison with the definition gives $g_x=g_y=g_z=2\kappa$. An isotropic interaction seems to have given an isotropic g-factor, as it should.

## Where it fails

The replacement is right for $J_z$, whose eigenvalues in the doublet are indeed $\pm\tfrac12$. For the other components it assumes that the doublet is a complete spin-1/2 multiplet. It is only two of the four states of a spin 3/2, and $J_x$ and $J_y$ also lead out of it. The matrix element that matters follows from the ladder rule

$$J_\pm|m\rangle=\sqrt{\tfrac{15}{4}-m(m\pm1)}\;|m\pm1\rangle,\qquad J_\pm=J_x\pm iJ_y .$$

For $m=-\tfrac12$ the root is $\sqrt{15/4+1/4}=2$. A true spin 1/2 would have $\sqrt{3/4+1/4}=1$. The tempting solution has lost this factor of two.

The commutator shows the same fault. Let $P$ project on the light-hole doublet. The factor just found gives $PJ_xP=\sigma_x$ and $PJ_yP=\sigma_y$, so

$$[PJ_xP,PJ_yP]=[\sigma_x,\sigma_y]=2i\sigma_z ,\qquad\text{whereas}\qquad iPJ_zP=\tfrac{i}{2}\sigma_z .$$

The projected operators are not angular momenta. The difference, $-\tfrac32 i\sigma_z$, comes from products such as $J_xJ_y$ that pass through a heavy-hole state, which projecting each factor removes.

The appeal to isotropy fails too. The Zeeman term is isotropic, but the splitting $\Delta$ singles out $z$, and it decides which two states remain.

## Solution

**(a) Projection.** From $J_x=(J_++J_-)/2$ and the ladder rule, in the order $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$,

$$J_x=\begin{pmatrix}0&\frac{\sqrt3}{2}&0&0\\ \frac{\sqrt3}{2}&0&1&0\\ 0&1&0&\frac{\sqrt3}{2}\\ 0&0&\frac{\sqrt3}{2}&0\end{pmatrix},\qquad J_z=\mathrm{diag}\left(\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\right).$$

The central $2\times2$ blocks are $PJ_xP=\sigma_x$ and $PJ_zP=\tfrac12\sigma_z$. For $J_y=(J_+-J_-)/2i$ the upper central element is $2/2i=-i$ and the lower one is $+i$, so $PJ_yP=\sigma_y$.

When the Zeeman energy is small compared with $\Delta$, first-order degenerate perturbation theory uses just these blocks:

$$PH_ZP=\kappa\mu_BB_z\sigma_z+2\kappa\mu_B(B_x\sigma_x+B_y\sigma_y).$$

Equating coefficients with the definition, $\tfrac12g_z=\kappa$ and $\tfrac12g_x=\tfrac12g_y=2\kappa$. Hence

$$|g_z|=2\kappa,\qquad |g_x|=|g_y|=4\kappa .$$

Physically, the largest mean value of $J_z$ in the doublet is $\tfrac12$, while the superposition $(|{+\tfrac12}\rangle+|{-\tfrac12}\rangle)/\sqrt2$ has mean $J_x=1$. The in-plane field finds twice the moment.

**(b) Tilted field and heavy holes.** The projected Hamiltonian is unchanged in form by a rotation about $z$, so the field may be put in the $xz$ plane:

$$H=\kappa\mu_BB(\cos\theta\,\sigma_z+2\sin\theta\,\sigma_x).$$

Its square is $(\kappa\mu_BB)^2(\cos^2\theta+4\sin^2\theta)$ times the unit matrix, because $\sigma_x$ and $\sigma_z$ anticommute. The eigenvalues are plus and minus the root, and the splitting is $g(\theta)\mu_BB$ with

$$g(\theta)=2\kappa\sqrt{\cos^2\theta+4\sin^2\theta}.$$

For the heavy holes, $J_z=\pm\tfrac32$ gives a splitting $2\kappa\mu_BB\cdot3$, hence $g_z=6\kappa$. In the plane the first-order splitting vanishes, since $J_x$ changes $m$ by one and the two heavy states differ by three.

**Finite separation.** Put the field along $x$ and let $b=2\kappa\mu_BB$. Define $|L_\pm\rangle=(|\tfrac12\rangle\pm|{-\tfrac12}\rangle)/\sqrt2$ and $|H_\pm\rangle=(|\tfrac32\rangle\pm|{-\tfrac32}\rangle)/\sqrt2$. The matrix above gives

$$J_x|L_\pm\rangle=\pm|L_\pm\rangle+\tfrac{\sqrt3}{2}|H_\pm\rangle,\qquad J_x|H_\pm\rangle=\tfrac{\sqrt3}{2}|L_\pm\rangle ,$$

so the four states fall into two blocks,

$$\begin{pmatrix}\pm b&\frac{\sqrt3}{2}b\\ \frac{\sqrt3}{2}b&\Delta\end{pmatrix}.$$

For $b\ll\Delta$ the lower level of each is $\pm b-\tfrac34b^2/(\Delta\mp b)$ to second order in the coupling. Their difference is

$$2b-\frac{3b^2}{4}\left(\frac1{\Delta-b}-\frac1{\Delta+b}\right)=2b-\frac{3b^3}{2(\Delta^2-b^2)}\simeq2b\left(1-\frac{3b^2}{4\Delta^2}\right).$$

The upper levels are pushed up by the same amounts, so the heavy holes acquire an in-plane splitting $3b^3/2\Delta^2$, cubic in the field.

In the opposite limit, $\Delta=0$, the blocks have eigenvalues $\pm\tfrac b2+b$ and $\pm\tfrac b2-b$, that is $\pm\tfrac32b$ and $\pm\tfrac12b$. These are the four equally spaced levels of a free spin 3/2, the same for every field direction. Isotropy belongs to the whole quartet.

**(c) Numbers.** With $\kappa=3.4$,

$$g_z=2(3.4)=6.8,\qquad g_x=g_y=4(3.4)=13.6 .$$

At 0.1 T, $\mu_BB=0.057884\times0.1=0.0057884$ meV. The splittings are $6.8\,\mu_BB=0.0394$ meV (9.52 GHz) along $z$ and $13.6\,\mu_BB=0.0787$ meV (19.0 GHz) in the plane. At $45^\circ$, $g=6.8\sqrt{2.5}=10.75$. The heavy-hole value along $z$ is 20.4.

Here $b=0.0394$ meV, so finite $\Delta$ changes $g_x$ by the fraction $-\tfrac34(0.0394/15)^2=-5.2\times10^{-6}$. At 0.1 K the thermal energy is 0.0086 meV, several times below either splitting. The next light-hole subband is 0.615 meV higher.

## What the pure doublet leaves out

A small $b/\Delta$ makes the Zeeman mixing negligible. It does not remove other terms of the Hamiltonian. Those below are for growth along the cubic axis [001], with $x$ and $y$ along the other cubic axes. They use model inputs chosen near the germanium values: $q=0.07$, $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$ and a split-off energy $\Delta_{so}=290$ meV.

**Cubic Zeeman term.** The crystal also allows $2q\mu_B\sum_iB_iJ_i^3$. In the doublet $J_z^3=\tfrac18\sigma_z$, which adds $q/2$ to $g_z$. The element of $J_x^3$ from $-\tfrac12$ to $\tfrac12$ is a sum over three-step paths: $1$ for the path inside the doublet and $\tfrac34$ for each of the two that visit a heavy state, in total $\tfrac52$. This adds $4q\cdot\tfrac52=10q$ to $g_x$. The results are $g_z=6.835$ and $g_x=14.3$. The same term connects the heavy states directly, since the element of $J_x^3$ between $\pm\tfrac32$ is $\tfrac34$. It gives them an in-plane splitting linear in the field, $g=3q=0.21$, which at 0.1 T far exceeds the cubic-in-field splitting found above (equivalent to $g=7\times10^{-5}$). Along $z$ it adds $27q/2$ to the heavy-hole value.

**Motion along $z$.** The Luttinger Hamiltonian for hole energies is minus that of the valence electrons and keeps their wave vector. For their charge $-e$ and a field along $z$, the kinetic wave vector obeys $[k_x,k_y]=-ieB/\hbar$. The Luttinger Hamiltonian contains

$$-\frac{\hbar^2}{2m_0}\,4\gamma_3k_z\{k_xJ_x+k_yJ_y,J_z\},\qquad\{A,C\}=\tfrac12(AC+CA).$$

With $k_\pm=k_x\pm ik_y$, $k_xJ_x+k_yJ_y=\tfrac12(k_-J_++k_+J_-)$. Since $\langle\tfrac32|\{J_+,J_z\}|\tfrac12\rangle=\tfrac12(\tfrac12+\tfrac32)\sqrt3=\sqrt3$, the state $+\tfrac12$ couples to $+\tfrac32$ with strength $2\sqrt3\gamma_3(\hbar^2/2m_0)k_-k_z$, apart from a sign. Likewise $-\tfrac12$ couples to $-\tfrac32$ through $k_+k_z$. The second-order shifts contain

$$k_+k_-=k_x^2+k_y^2-\frac{eB}\hbar,\qquad k_-k_+=k_x^2+k_y^2+\frac{eB}\hbar$$

for $+\tfrac12$ and $-\tfrac12$ respectively. Their difference is linear in $B$. Using $(\hbar^2/2m_0)(eB/\hbar)=\mu_BB$ and the squared strength $12\gamma_3^2$,

$$\delta g_z=-24\gamma_3^2\frac{\hbar^2}{2m_0}\sum_n\frac{|k_{1n}|^2}{E_{L1}-E_{Hn}} .$$

Here $E_{L1}$ and $E_{Hn}$ are the lowest light-hole and the $n$th heavy-hole subband energies. For hard walls a distance $L$ apart, the element of $k_z$ between sine functions is $|k_{1n}|=4n/[L(n^2-1)]$ for even $n$ and zero for odd $n$. The denominators are negative, so $g_z$ rises. Terms up to $n=30$ give 0.457 at $L=200$ nm, and the rest of the sum adds about 0.001.

The size can be understood by setting every denominator to $-\Delta$. Completeness gives $\sum_n|k_{1n}|^2=\langle k_z^2\rangle=(\pi/L)^2$, so $\delta g_z\approx24\gamma_3^2\epsilon/\Delta$ with $\epsilon=\hbar^2\pi^2/2m_0L^2$. The subband spacing $3(\gamma_1+2\gamma_2)\epsilon=0.615$ meV gives $\epsilon=0.0094$ meV and $\delta g_z\approx0.49$. The sum is smaller because the higher heavy subbands lie further away. With $\Delta$ held fixed, the shift grows roughly as $1/L^2$: at 100 nm the terms up to $n=30$ give 1.744 and the full sum 1.745.

**Motion in the plane.** The Luttinger terms $-2\gamma_2(k_x^2J_x^2+k_y^2J_y^2)-4\gamma_3\{k_x,k_y\}\{J_x,J_y\}$, times $\hbar^2/2m_0$, also change $m$ by two. Written with ladder operators, the part that does so is

$$-\tfrac{\gamma_2}4(k_+^2+k_-^2)(J_+^2+J_-^2)+\tfrac{\gamma_3}4(k_+^2-k_-^2)(J_+^2-J_-^2).$$

In the lowest Landau level $k_-$ gives zero, and $k_+^2$ produces a state of squared norm $8(eB/\hbar)^2$. What remains is $-\tfrac14(\gamma_2+\gamma_3)k_+^2J_-^2$ acting on $+\tfrac12$ and $\tfrac14(\gamma_3-\gamma_2)k_+^2J_+^2$ acting on $-\tfrac12$. Both spin elements equal $2\sqrt3$. With $G=E_{H1}-E_{L1}$, the two levels move down by $6(\gamma_2+\gamma_3)^2(\mu_BB)^2/G$ and $6(\gamma_3-\gamma_2)^2(\mu_BB)^2/G$. Dividing the change of splitting by $\mu_BB$ gives

$$\delta g_z(B)=-\frac{24\gamma_2\gamma_3\mu_BB}{G}.$$

Confinement reduces the gap slightly, to $G=\Delta-4\gamma_2\epsilon=14.84$ meV, and the shift at 0.1 T is $-0.224$. Adding both kinetic shifts gives $6.8+0.457-0.224=7.033$. Diagonalizing the Luttinger Hamiltonian with the Zeeman term gives 7.031 with 30 wall states, and 7.032 with 60. The agreement is closer than either formula is alone: both omit the Landau and Zeeman energies from their denominators, and at 0.1 T the two couplings taken separately give $+0.451$ and $-0.219$, so the errors largely cancel in the sum.

For a field along $x$, take zero canonical in-plane wave vector and $k_y=-eBz/\hbar$. The kinetic term linear in $B$ contains $\{J_y,J_z\}$. Its element between $\tfrac12$ and $-\tfrac12$ is proportional to $\tfrac12-\tfrac12=0$, and its diagonal elements vanish because $J_y$ changes $m$. At zero field and zero in-plane wave vector nothing mixes the doublets, so no second-order term linear in $B$ arises either. The coefficient $4\kappa$ survives at small field. At 0.1 T diagonalization gives 13.544, a reduction of 0.4% from terms of higher order in the field. All this holds at zero in-plane wave vector only. At finite $k$ the doublets mix and $g_x$ falls roughly as $k^2$: at $k=0.02$ nm$^{-1}$, the Fermi wave vector for about $6\times10^{9}$ holes per cm$^2$, the small-field value is 13.0 for $\mathbf k$ along the field and 12.9 across it, and at 0.03 nm$^{-1}$ it is near 12.

**Split-off states.** Strain also mixes the light holes with the split-off band. Describe the band edge by orbital momentum $L=1$ and spin $S=\tfrac12$. In the $J=3/2$ states $\mathbf L$ acts as $\tfrac23\mathbf J$ and $\mathbf S$ as $\tfrac13\mathbf J$. The electron-spin term $2\mu_B\mathbf S\cdot\mathbf B$ changes sign for hole energies, so the orbital coefficient $a$ must satisfy $(2a-2)/3=2\kappa$:

$$H_Z=\mu_B\left[(3\kappa+1)\mathbf L-2\mathbf S\right]\cdot\mathbf B .$$

The upper state of the doublet is $c_0|0\uparrow\rangle+c_1|1\downarrow\rangle$, and its partner is $c_0|0\downarrow\rangle+c_1|{-1}\uparrow\rangle$. Mean values of $L_z$ and $S_z$, and the elements $\sqrt2c_0c_1$ of $L_x$ and $c_0^2/2$ of $S_x$ between the partners, give

$$g_z=2\left[(3\kappa+1)c_1^2-c_0^2+c_1^2\right],\quad g_x=2\left[(3\kappa+1)\sqrt2c_0c_1-c_0^2\right].$$

Without mixing, $c_1^2=\tfrac13$ and $c_0^2=\tfrac23$, which returns $2\kappa$ and $4\kappa$.

The amplitudes follow from the spin-orbit term $-\lambda\mathbf L\cdot\mathbf S$, with $\lambda=\tfrac23\Delta_{so}$, and the strain term $\delta L_z^2$. An unmixed light hole has weight $\tfrac13$ in $|L_z|=1$ and a heavy hole has weight 1, so $\delta(1-\tfrac13)=\Delta$ and $\delta=22.5$ meV. This sets the separation before mixing; the mixing itself widens it slightly, to 15.4 meV. In the basis $|1\downarrow\rangle,|0\uparrow\rangle$ the matrix is

$$\begin{pmatrix}\delta+\lambda/2&-\lambda/\sqrt2\\-\lambda/\sqrt2&0\end{pmatrix}.$$

Its lower state has $c_1=\sin\varphi$, $c_0=\cos\varphi$ and $\tan2\varphi=\sqrt2\lambda/(\delta+\lambda/2)$, giving $c_1=0.5479$ and $c_0=0.8365$. Then $g_z=5.93$ and $g_x=13.12$, changes of $-12.9\%$ and $-3.5\%$ from the pure values. Strain removes weight from $|L_z|=1$, which carries the orbital moment along $z$.

**The real film.** Germanium grown hot on silicon can keep a tensile strain after cooling, because it contracts more than the silicon. A strain of roughly 0.2% gives a splitting of the order of 15 meV. Real films have imperfect surfaces and uneven strain in place of hard walls and one $\Delta$. Of the effects sized here for the 200 nm film, split-off mixing moves $g_z$ most, by about $-0.9$, and the cubic term moves $g_x$ most, by $+0.7$. The value of $\kappa$ was also held at its unstrained size. Its conduction-band part is $E_P/6E_g$, with $E_P\approx26$ eV and the direct gap $E_g\approx0.9$ eV; a strain-induced narrowing of that gap by some 30 meV would raise $\kappa$ by about 0.17, and so $g_x$ by about as much as the cubic term does. The separate corrections are estimates and have not been combined in one calculation. The values 6.8 and 13.6 are therefore the pure-doublet part of the answer, good to roughly ten percent here for holes near zero in-plane wave vector. In a channel about 50 nm thick with the same $\Delta$, the kinetic shift rivals $2\kappa$, and $g_z$ then needs a full subband calculation. The same coupling changes the coefficient of the in-plane kinetic energy from $\gamma_1-\gamma_2$ to $\gamma_1-\gamma_2-\delta g_z/2$, which vanishes near 30 nm. In thinner films the band minimum moves to finite in-plane wave vector, where the state is a light-heavy mixture, and the light-hole picture used here no longer describes the ground state. Below about 20 nm the gap $G=\Delta-4\gamma_2\epsilon$ turns negative as well, and the heavy hole lies below the light hole even at zero wave vector. The remaining digits are in the numerical output.

## Computed values

```
INPUTS (rough Ge values; chosen film and field)
kappa = 3.4, q = 0.07 (no unit)
gamma1, gamma2, gamma3 = 13.4, 4.2, 5.7 (no unit)
split-off energy = 290 meV
heavy-light splitting = 15.0 meV
film thickness = 200 nm
field = 0.1 T, temperature = 0.1 K
Bohr magneton = 0.057884 meV/T
PURE DOUBLET
<1/2|Jz|1/2> = 0.500, <1/2|Jx|-1/2> = 1.000
<3/2|Jx|1/2> = 0.8660
light hole g along z = 6.800
light hole g along x = 13.600, along y = 13.600
light hole g at 45 degrees from z = 10.752
heavy hole g along z = 20.400
heavy hole splitting/(mu_B B) along x = 7.0e-05
splitting, B along z = 0.03936 meV = 9.52 GHz
splitting, B in plane = 0.07872 meV = 19.03 GHz
ENERGY SCALES
thermal energy kT = 0.00862 meV
light-hole subband spacing 1 to 2 = 0.615 meV
in-plane cyclotron energy, B along z = 0.107 meV
NEGLECTED EFFECTS, each taken alone unless stated
finite splitting, relative change of g_x = -5.2e-06
same at b/Delta = 0.02, by diagonalization = -3.00e-04
with cubic term: g_z = 6.835, g_x = 14.300
zero-field kinetic shift of g_z, 200 nm = +0.457
zero-field kinetic shift of g_z, 100 nm = +1.744
field-dependent kinetic shift of g_z at 0.1 T = -0.224
all kinetic coupling, 0.1 T, diagonalized: g_z = 7.031, g_x = 13.544
split-off mixing amplitudes: c1 = 0.5479, c0 = 0.8365
with split-off mixing: g_z = 5.926, g_x = 13.120
split-off change: g_z -12.9 %, g_x -3.5 %
```
